# The Wannier-Stark Ladder, Its Zak-Phase Offset and Bessel States

## A number to explain

An electron moves in a row of 40 identical potential wells of period $a=10$ bohr, with a uniform force superposed. Hamiltonian and force are projected on the lowest band, and the resulting matrix is diagonalized. Three successive levels from the middle of the row are

$$0.174216,\qquad 0.184216,\qquad 0.194216\ \text{hartree}.$$

The force is $F=0.001$ hartree/bohr, so the spacing is $Fa=0.01$ hartree. The mean energy of the band without the field is $\bar\varepsilon=-0.020451$ hartree. Measured from there, in units of the spacing, the middle level lies at

$$\frac{0.184216+0.020451}{0.01}=20.4667 .$$

The neighbours give 19.4667 and 21.4667. What fixes the fraction 0.4667?

The spacing is the easy part. I use atomic units, $\hbar=m_e=e=1$, and keep $e$ where it shows a sign. The electron has charge $-e$. A field $\mathcal E$ along $+x$ has electrostatic potential $-\mathcal E x$, so the electron's potential energy is $+e\mathcal E x$, and

$$H=H_0+Fx,\qquad F=e\mathcal E>0 .$$

Moving a state by one period leaves $H_0$ unchanged and raises $Fx$ by $Fa$. If $\psi(x)$ has energy $E$, then $\psi(x-a)$ has energy $E+Fa$. The same holds after projection on a band, because the projector commutes with lattice translations. In an infinite crystal, symmetry therefore makes the levels repeat with period $Fa$. It does not say how many levels lie in each such interval, what the offset is, or whether normalizable states exist at all; the explicit solution below settles these points for one band.

## The simplest case: a chain of sites

Put one orbital on each site $x=ma$, with energy $\varepsilon_0$ and hopping $-t$ between neighbours. Take $x$ to be diagonal in these orbitals. The amplitudes $c_m$ obey

$$\varepsilon_0c_m-t(c_{m+1}+c_{m-1})+Fam\,c_m=E\,c_m. \tag{1}$$

For $t=0$ each state sits on one site $n$ and $E_n=\varepsilon_0+Fan$. This is the limit against which the general solution must be checked.

For $t\neq0$ define

$$f(k)=\sum_m c_m e^{-ikma},\qquad c_m=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}f(k)\,e^{ikma}\,dk .$$

Multiply (1) by $e^{-ikma}$ and sum over $m$. The term $c_{m+1}$ gives $e^{ika}f$ and $c_{m-1}$ gives $e^{-ika}f$. The factor $ma$ is produced by $i\,d/dk$, since $i\,\partial_k e^{-ikma}=ma\,e^{-ikma}$. Hence

$$iF f'=(E-\varepsilon)f,\qquad \varepsilon(k)=\varepsilon_0-2t\cos ka. \tag{2}$$

This is a first-order equation, so for each $E$ there is one solution up to a factor. With $f(0)=1$,

$$f(k)=\exp\Big[-\frac iF\int_0^k(E-\varepsilon_0+2t\cos k'a)\,dk'\Big]
=\exp\Big[-\frac{i(E-\varepsilon_0)k}{F}-iz\sin ka\Big],$$

$$z=\frac{2t}{Fa}.$$

By its definition $f$ has period $2\pi/a$. The sine term has this period already. The linear term has it if $(E-\varepsilon_0)\,2\pi/(Fa)=2\pi n$ with integer $n$, so

$$E_n=\varepsilon_0+Fan .$$

The hopping has dropped out of the energies, because $\cos ka$ averages to zero over the zone. It remains in the states. With $\theta=ka$,

$$c_m=\frac1{2\pi}\int_{-\pi}^{\pi}e^{i(m-n)\theta-iz\sin\theta}\,d\theta=J_{m-n}(z), \tag{3}$$

which is the integral form of the Bessel function of integer order.

**Check in the site equation.** Write $\nu=m-n$. The integrand of (3) is periodic, so its derivative integrates to zero:

$$0=\int_{-\pi}^{\pi}(\nu-z\cos\theta)\,e^{i\nu\theta-iz\sin\theta}\,d\theta .$$

Since $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$, this says

$$\nu J_\nu=\frac z2\,(J_{\nu+1}+J_{\nu-1}). \tag{4}$$

Thus $-t(c_{m+1}+c_{m-1})=-(2t/z)\nu J_\nu=-Fa(m-n)c_m$. Adding $Fam\,c_m$ leaves $Fan\,c_m$, as (1) requires.

**Limits and size.** For $z\to0$, (3) gives $J_\nu(0)=\delta_{\nu0}$, the single-site state found above. For finite $z$, the step before (4) shows that the numbers $\nu J_\nu$ are the Fourier coefficients of $z\cos\theta\,e^{-iz\sin\theta}$. Parseval's theorem then gives

$$\sum_\nu\nu^2J_\nu^2=\frac1{2\pi}\int_{-\pi}^{\pi}z^2\cos^2\theta\,d\theta=\frac{z^2}2 ,$$

so the rms width is $z/\sqrt2$ sites. A classical argument gives the same scale. The band energy available at site $m$ is $E_n-Fam$, which must lie within $2t$ of $\varepsilon_0$. This means $|m-n|\le z$, a region of length $2za=4t/F$. A weaker field gives a larger state, in proportion to $1/F$.

**Numbers.** Take $t=0.005$ hartree and $Fa=0.0025$ hartree. Then $z=0.01/0.0025=4$. Diagonalizing an 81-site chain gives, for the state $n=0$,

$$c_0=-0.39715,\quad c_1=-0.06604,\quad c_2=0.36413,\quad c_3=0.43017 .$$

Relation (4) with $\nu=1$ requires $c_0+c_2=c_1/2$. The left side is $-0.03302$ and so is the right. The largest amplitude is not at the centre of the state but at $|m|=3$, near the classical turning points $|m|=4$. The region $|m|\le4$ holds 96.0% of the probability, and the rms width is $4/\sqrt2=2.83$ sites.

On the other side of the centre $c_{-1}=+0.06604$ and $c_{-3}=-0.43017$: odd amplitudes change sign. Substituting $\theta\to\pi-\theta$ in (3) shows why, since it gives $J_{-\nu}=(-1)^\nu J_\nu$.

**Motion in time.** After a time $T$ the state $n$ has acquired the phase $e^{-i\varepsilon_0T}e^{-inFaT}$. At $T_B=2\pi/(Fa)$ the second factor is 1 for every $n$, so any state of the chain returns to itself up to a common phase. Here $T_B=2\pi/0.0025=2513$ atomic units, or 60.8 fs. An electron started on site 0 has the amplitude $J_{-n}(z)$ in ladder state $n$, so after $T_B/2$ its return amplitude, apart from the common phase, is $\sum_n(-1)^nJ_n^2$. The computed return probability is 0.029 at half a period and 1.000 at the full period.

## What position becomes in a general band

The chain has no fractional offset. What it lacks is internal structure: its orbitals were centred on the sites by assumption. For a real periodic potential I need the action of $x$ on Bloch states.

Let $\psi_k(x)=e^{ikx}u_k(x)$ belong to one band $\varepsilon(k)$ that is separated by a gap from all others at every $k$. Normalize $u_k$ over one cell, so that $\langle\psi_k|\psi_{k'}\rangle=(2\pi/a)\,\delta(k-k')$ within the zone. Choose phases so that $\psi_k$ is smooth in $k$ and $\psi_{k+2\pi/a}=\psi_k$. This is possible for an isolated band in one dimension: carry the phase smoothly across the zone, then multiply by a phase linear in $k$ that makes the two ends agree. A state of the band is

$$|\psi\rangle=\frac a{2\pi}\int f(k)\,|\psi_k\rangle\,dk,\qquad \frac a{2\pi}\int|f|^2dk=1,$$

with periodic $f$ and all integrals over one zone. Differentiating $\psi_k$ gives $\partial_k\psi_k=ix\psi_k+e^{ikx}\partial_ku_k$, or

$$x\psi_k=-i\partial_k\psi_k+e^{ikx}\,i\partial_ku_k .$$

Insert this in $x|\psi\rangle$ and integrate the first term by parts. The boundary term contains $f\psi_k$ at the two ends of the zone and vanishes by periodicity. What remains is

$$x\psi=\frac a{2\pi}\int\big[\,if'\,\psi_k+f\,e^{ikx}\,i\partial_ku_k\big]dk .$$

The first term lies in the band. The second is a Bloch function of wavevector $k$ with components in all bands. Its component in the band considered is $A(k)f$, with

$$A(k)=i\langle u_k|\partial_ku_k\rangle ,$$

where the bracket is an integral over one cell. $A$ is real because $\langle u_k|u_k\rangle=1$ for all $k$. With $P$ the projector on the band,

$$PxP\ \to\ i\frac{d}{dk}+A(k). \tag{5}$$

For the chain $A=0$, and (5) reduces to the $i\,d/dk$ used in (2).

## The ladder of an isolated band

The eigenvalue equation of $PHP$ is now

$$iFf'=(E-\varepsilon-FA)f ,$$

with the solution

$$f(k)=f(0)\exp\Big[-\frac iF\int_0^k(E-\varepsilon-FA)\,dk'\Big]. \tag{6}$$

Going once around the zone, the exponent changes by

$$-\frac iF\Big[\frac{2\pi}a(E-\bar\varepsilon)-F\phi\Big],\qquad \bar\varepsilon=\frac a{2\pi}\int\varepsilon\,dk,\qquad \phi=\int A\,dk .$$

Here $\phi$ is the Zak phase. Since $f$ is periodic, this change must equal $-2\pi in$. Solving for $E$,

$$\boxed{E_n=\bar\varepsilon+e\mathcal Ea\Big(n+\frac{\phi}{2\pi}\Big)} \tag{7}$$

For real $E$ the exponent in (6) is imaginary, so $|f|$ is constant and normalization makes it 1. By (6), raising $n$ by one multiplies $f$ by $e^{-ika}$. The set of states is therefore a Fourier basis times a fixed phase function. It is complete in the band, so (7) is the whole spectrum of $PHP$.

No expansion in $F$ was made. Within the projected problem, (7) holds at any $F>0$. The approximation lies in the projection itself.

**Meaning of the offset.** The equation before (6) says $(if'+Af)=(E_n-\varepsilon)f/F$. Multiply by $f^*$ and average over the zone with $|f|=1$:

$$\langle x\rangle=\frac{E_n-\bar\varepsilon}F=a\Big(n+\frac\phi{2\pi}\Big),\qquad \langle H_0\rangle=\bar\varepsilon .$$

Each ladder state uses all $k$ with equal weight, which is why the mean band energy appears. The rest of its energy is $F$ times its mean position. A Wannier function of the band has $f=e^{-inka}$, and (5) gives it the same mean position, $an+(a/2\pi)\int A\,dk$. So $a\phi/2\pi$ is the Wannier centre within the cell. The ladder state itself is in general a superposition of Wannier functions, as in (3).

**What may be changed by convention.** Replacing $u_k$ by $e^{i\chi(k)}u_k$ changes $A$ to $A-\chi'$. Periodicity of the phase factor allows $\chi$ to grow by $2\pi w$ across the zone, with $w$ an integer, and then $\phi\to\phi-2\pi w$. This renumbers the rungs and leaves the set of energies alone.

Moving the crystal by $s$ replaces $\psi_k(x)$ by $\psi_k(x-s)$, hence $u_k(x)$ by $e^{-iks}u_k(x-s)$. The derivative of the new factor adds $s$ to $A$, so $\phi$ grows by $2\pi s/a$ and each level by $Fs$. That is the change in field energy of a crystal moved through $s$. The offset has a meaning once the zero of $Fx$ is fixed.

**Limit of inversion symmetry.** If $V(-x)=V(x)$, then $u_{-k}(-x)$ is also a valid periodic part at wavevector $k$. Its $A$ is $-A(-k)$, so its Zak phase is $-\phi$. Both choices describe the same band and can differ by a multiple of $2\pi$. Thus $2\phi$ is a multiple of $2\pi$, and $\phi$ is 0 or $\pi$. A fraction such as 0.4667 needs a crystal without inversion symmetry about the origin.

## Back to the 40 wells

The potential is

$$V(x)=V_1\cos\frac{2\pi x}a+V_2\sin\frac{4\pi x}a,\qquad V_1=0.10,\quad V_2=0.08\ \text{hartree}.$$

These are round model parameters. The second term breaks the inversion symmetry. A plane-wave calculation without the field gives a lowest band of width 0.0158 hartree and a gap of 0.1000 hartree above it.

For the Zak phase, note that $\langle u_k|u_{k+dk}\rangle\approx1-iA\,dk\approx e^{-iA\,dk}$. The phase of the product of such overlaps around the zone is therefore $-\phi$. Arbitrary phases of the computed $u_k$ cancel, each occurring once with its conjugate. The last overlap uses $u_{k+2\pi/a}=e^{-2\pi ix/a}u_k$, which follows from the periodicity of $\psi_k$. With 400 values of $k$ the result is

$$\phi=2.93247,\qquad \frac\phi{2\pi}=0.46672,\qquad \frac{a\phi}{2\pi}=4.6672\ \text{bohr}.$$

This is the fraction from the opening. For $n=20$, (7) gives

$$E_{20}=-0.020451+0.01\times20.46672=0.184216\ \text{hartree},$$

and the mean position of that state in the box is 204.667 bohr. In practical units the field is $5.14\times10^8$ V/m and the rung spacing is 0.272 eV. This field lies above the breakdown field of common semiconductors. The model has no scattering and stands for no real material.

The two sides of this comparison are independent. The box calculation has hard walls, works in real space and uses no Zak phase. Its projection uses the 40 lowest box states: 39 lie in the band and one, bound to a wall, lies in the gap at $-0.0120$ hartree. The walls do little here because the classically allowed region, band width over force, is about $0.0158/0.001\approx16$ bohr long, while the central states lie about 200 bohr from either wall.

At the three forces 0.0005, 0.001 and 0.004 hartree/bohr, the largest disagreement between central levels and (7) is $5\times10^{-8}$ of a rung. An error in $\bar\varepsilon$ would vary as $1/F$ when measured in rungs. The disagreement is the same at all three forces, so it lies in the offset, that is, between the computed $\phi$ and the mean position found in the discretized box. It is the error of the finite $k$ mesh in $\phi$: with 100, 200, 400 and 800 values of $k$ the difference is $7.9\times10^{-7}$, $2.0\times10^{-7}$, $4.9\times10^{-8}$ and $1.2\times10^{-8}$ of a rung, falling fourfold with each doubling.

The limits can be checked too. With $V_2=0$ the computed phase is $\pi$: the potential maximum is at the origin and the Wannier centre is half a cell away, in the well. Moving this symmetric crystal by $a/2$ brings the phase to 0. Moving the asymmetric crystal by 1.5 bohr should add $2\pi\times0.15=0.94248$ to $\phi$, giving 3.87495, which is the value computed for the moved crystal.

## Leaving the single band

The force also connects the band $n$ to other bands $m$. (In this section $n$ and $m$ label bands.) The part dropped on projecting $e^{ikx}i\partial_ku_n$ has the components

$$X_{mn}(k)=i\langle u_m|\partial_ku_n\rangle,\qquad m\ne n .$$

Let $f_n$ be the main amplitude and $f_m$ a small admixture of order $F$. To leading order the equation for $f_m$ is

$$\varepsilon_mf_m+iFf_m'+FX_{mn}f_n=Ef_m .$$

The derivative cannot be dropped, since $f_n$ varies rapidly when $F$ is small. Write $f_m=Fg_mf_n$ with smooth $g_m$. At leading order $iFf_n'=(E-\varepsilon_n)f_n$, so $iFf_m'=Fg_m(E-\varepsilon_n)f_n$ up to terms of order $F^2$. The large quantity $E$ cancels, leaving $(\varepsilon_m-\varepsilon_n)g_m+X_{mn}=0$, or

$$f_m=\frac{FX_{mn}}{\varepsilon_n-\varepsilon_m}\,f_n .$$

Put this back into the equation for $f_n$, where it enters as $F\sum_mX_{nm}f_m$ with $X_{nm}=X_{mn}^*$. The band energy is changed by

$$F^2S(k),\qquad S=\sum_{m\ne n}\frac{|X_{mn}|^2}{\varepsilon_n-\varepsilon_m} .$$

To evaluate $X_{mn}$, differentiate $H_ku_n=\varepsilon_nu_n$, where $H_k=(p+k)^2/2+V$, and project on $u_m$:

$$\langle u_m|p+k|u_n\rangle+\varepsilon_m\langle u_m|\partial_ku_n\rangle=\varepsilon_n\langle u_m|\partial_ku_n\rangle .$$

This yields

$$S=-\sum_{m\ne n}\frac{|\langle u_m|p+k|u_n\rangle|^2}{(\varepsilon_m-\varepsilon_n)^3} .$$

The quantization argument now applies with $\varepsilon_n+F^2S$ as the band energy. At second order every rung moves by $F^2\bar S$, where $\bar S$ is the zone average. For the lowest band all terms are negative and the ladder moves down.

In the example $\bar S=-33.07$ bohr²/hartree. At $F=0.001$ hartree/bohr the predicted shift is $-3.307\times10^{-5}$ hartree, 0.33% of a rung. Diagonalizing the unprojected box Hamiltonian and following the state with the largest overlap gives $-3.302\times10^{-5}$ hartree. At half the force, prediction and result are $-8.267\times10^{-6}$ and $-8.256\times10^{-6}$ hartree.

Relative to the predicted shift, the differences are 0.16% at the larger force and 0.14% at the smaller. They decrease, but not by the factor of two that a third-order term alone would give. Reversing the force separates odd from even orders. In the shift divided by $F^2$, the part odd in $F$ is $+0.063$ and $+0.125$ bohr²/hartree at the smaller and larger force, a third-order term. The even part beyond $\bar S$ is $-0.018$ and $-0.072$, a fourth-order term. The two have opposite signs and partly cancel, which is why their sum does not halve.

The one-band ladder thus needs $|FX_{mn}|\ll|\varepsilon_m-\varepsilon_n|$ throughout the zone. In the example this ratio, summed in quadrature over $m$, is at most 0.031 at $F=0.001$ and 0.125 at $F=0.004$ hartree/bohr. A small ratio is not enough at every force: a rung can come into resonance with a rung of another band's ladder, and the mixing then exceeds the perturbative estimate. If the gap closes at some $k$, the condition fails there, the single-band phase loses its basis, and the touching bands must be treated together.

A small shift is not the whole effect. In an infinite crystal $Fx$ falls without limit toward $-x$. An electron that tunnels into higher bands can accelerate that way, and a smooth lattice reflects it less and less as its energy grows. On this physical argument the levels of the full $H$ are resonances of finite lifetime rather than bound states. The box, with its walls, replaces them by discrete states: at $F=0.001$ hartree/bohr the box state followed above has squared overlap 0.9997 with the projected one. Most of the missing $3.0\times10^{-4}$ is weight in other bands: the zone average of $\sum_m|f_m|^2$ from the formula above is $2.9\times10^{-4}$. The overlap gives no decay rate. A rate follows from propagating plane-wave states over one Bloch period and discarding what leaves at large negative momentum. The probability lost per period is then below $10^{-12}$ at $F=0.001$, about $10^{-8}$ at 0.002 and $2\times10^{-4}$ at 0.004 hartree/bohr. It does not rise monotonically: near $F=0.0038$ it reaches about $3\times10^{-2}$.

## Values computed for the example and the checks

```
period a = 10.0 bohr; V1 = 0.10, V2 = 0.08 hartree
box: 40 cells, 16 grid intervals per cell
k points in the zone: 400
mean band energy = -0.0204510 hartree
band width = 0.015767 hartree
gap to next band = 0.100023 hartree
Zak phase = 2.932469 rad; phi/(2 pi) = 0.466717
Wannier centre in home cell = 4.66717 bohr
Zak phase, crystal moved 1.5 bohr = 3.874947 rad
Zak phase, V2=0 = 3.141593 rad
same, moved a/2: distance from 0 = 2.4e-16 rad
main force F = 0.0010 hartree/bohr
main electric field = 5.1422e+08 V/m
rung spacing F*a = 0.0100 hartree = 0.27211 eV
n, projected level, ladder formula (hartree), mean x (bohr):
   18  0.16421612  0.16421612  184.66717
   19  0.17421612  0.17421612  194.66717
   20  0.18421612  0.18421612  204.66717
   21  0.19421612  0.19421612  214.66717
   22  0.20421612  0.20421612  224.66717
F=0.0005 hartree/bohr: max error = 4.9e-08 rung
F=0.0010 hartree/bohr: max error = 4.9e-08 rung
F=0.0040 hartree/bohr: max error = 4.9e-08 rung
max |<H0> - mean band energy| = 3.7e-15 hartree
max | |f(k)| - 1 | = 2.5e-13
max phase error of f(k) = 1.6e-05 rad
second-order coefficient = -33.0697 bohr^2/hartree
F=0.0005 hartree/bohr: interband shift = -8.2562e-06,
  second order = -8.2674e-06 hartree; overlap^2 = 0.999925
F=0.0010 hartree/bohr: interband shift = -3.3016e-05,
  second order = -3.3070e-05 hartree; overlap^2 = 0.999698
chain: t = 0.0050, F*a = 0.0025 hartree, z = 4.00
chain amplitudes of state n=0 from diagonalization:
  m=0: -0.397150; m=0: -0.397150
  m=1: -0.066043; m=-1: +0.066043
  m=2: +0.364128; m=-2: +0.364128
  m=3: +0.430171; m=-3: -0.430171
  m=4: +0.281129; m=-4: +0.281129
  m=5: +0.132087; m=-5: -0.132087
  m=6: +0.049088; m=-6: +0.049088
  m=7: +0.015176; m=-7: -0.015176
max |eigenvector - Bessel| = 2.6e-14
rms width = 2.828427 sites
probability within |m| <= z = 0.959792
Bloch period = 2513.274 a.u. = 60.793 fs
return probability: half period 0.029464, full period 1.000000
```
